# How far a 0.5 eV drain electron travels while cooling by phonons

## Problem

An electron enters the n-type drain of a silicon transistor with kinetic energy $E_0=0.50$ eV above the conduction-band edge. It loses energy by emitting phonons of energy $w=60$ meV. During the descent its average speed is $v=5\times10^{7}$ cm/s, and the average time between emissions is $\tau=20$ fs.

(a) What length of path does the electron travel before it can emit no more phonons?

(b) How far from its entry point, and how deep in the drain, does the last emission occur if each emission randomizes the direction of motion?

(c) How do phonon absorption at 300 K, elastic scattering and the energy dependence of $v$ and $\tau$ change the answers? Is phonon emission the main loss in a heavily doped drain?

For (a) and (b), take $v$ and $\tau$ as constants, neglect the electric field in the drain, and let emission be the only scattering process. The drain is large enough that its far boundaries do not matter. These parameters are rough, typical values for hot electrons in silicon.

## Solution

### (a) The path

Each emission removes $w$, and an electron with less energy than $w$ above the band edge has no final state for another one. The number of emissions is therefore the whole part of

$$
\frac{E_0}{w}=\frac{0.50\ \text{eV}}{0.060\ \text{eV}}=8.33,
\qquad N=8 .
$$

The electron keeps $500-8\times60=20$ meV. This is below the mean thermal energy of a nondegenerate electron gas at 300 K, $\tfrac32kT=38.8$ meV, so the electron has indeed cooled. After seven emissions it would still have had 80 meV.

The mean free flight between emissions is

$$
\lambda=v\tau=(0.50\ \text{nm/fs})(20\ \text{fs})=10\ \text{nm}.
$$

A constant emission probability per unit length, $1/\lambda$, gives the flight length $\ell$ the distribution $p(\ell)=e^{-\ell/\lambda}/\lambda$. Its first two moments are

$$
\langle\ell\rangle=\int_0^\infty \ell\,p(\ell)\,d\ell=\lambda,
\qquad
\langle\ell^2\rangle=\int_0^\infty \ell^2p(\ell)\,d\ell=2\lambda^2 .
$$

The mean path is the sum of $N$ mean flights:

$$
L=N\lambda=8\times10\ \text{nm}=80\ \text{nm}=0.080\ \mu\text{m}.
$$

The corresponding time is $N\tau=160$ fs. Treating the loss as continuous, at a rate $w/\lambda$ per unit length, would give $E_0\lambda/w=83$ nm. The difference comes from the 20 meV that cannot be emitted.

Individual electrons differ considerably. The variance of one flight is $2\lambda^2-\lambda^2=\lambda^2$, and the variances of independent flights add. The standard deviation of the path is thus $\sqrt N\,\lambda=28$ nm.

### (b) The displacement

The path equals the distance from the entry point if the electron keeps moving straight ahead. Randomizing emissions fold the same path into a smaller region.

Let $\mathbf u_i$ be the unit vector along flight $i$. The last emission occurs at

$$
\mathbf R=\sum_{i=1}^{N}\ell_i\mathbf u_i .
$$

Squaring gives

$$
\langle R^2\rangle=\sum_i\langle\ell_i^2\rangle
+2\sum_{i<j}\langle\ell_i\rangle\langle\ell_j\rangle
\langle\mathbf u_i\cdot\mathbf u_j\rangle .
$$

For $i<j$, the direction $\mathbf u_j$ is uniformly distributed and independent of $\mathbf u_i$, so every cross term vanishes. Hence

$$
\langle R^2\rangle=2N\lambda^2,\qquad
R_{\rm rms}=\lambda\sqrt{2N}=10\sqrt{16}\ \text{nm}=40\ \text{nm}.
$$

The factor 2 comes from the spread of flight lengths. Equal flights of length $\lambda$ would give $\lambda\sqrt N$.

For the depth, let $x$ point into the drain, and let the electron enter along $x$. Its first flight contributes $\langle\ell_1^2\rangle=2\lambda^2$ to $\langle x^2\rangle$. Each later flight has a random direction, for which $\langle u_x^2\rangle=1/3$, and contributes $2\lambda^2/3$. Therefore

$$
\langle x^2\rangle=2\lambda^2+\frac{2\lambda^2}{3}(N-1)
=\frac{2\lambda^2}{3}(N+2),
$$

$$
x_{\rm rms}=10\sqrt{\frac{2\times10}{3}}\ \text{nm}=26\ \text{nm}.
$$

The path is about three times this depth. The two answers also scale differently: for large $N$ the path grows as $N$, but the depth grows as $\sqrt{2N/3}$. For $N=1$ both rms distances reduce to $\sqrt2\,\lambda$, as they must for a single forward flight.

This calculation lets electrons return through the entry plane $x=0$, and the mean of $x$ is just $\lambda=10$ nm, because the later flights average to zero. In a transistor, the electron's potential energy rises from the drain towards the channel, and this barrier can turn electrons back. Suppose that it acts as a mirror at $x=0$. Each reflected trajectory is then the unreflected one with its negative-$x$ parts folded over, so $x$ becomes $|x|$. Since $|x|^2=x^2$, the rms depth stays at 26 nm. The mean depth does change. A simulation of this reflected walk, with $N=8$ and $\lambda=10$ nm, gives a mean of 20 nm and places 90% of the final emissions within 42 nm of the plane.

### (c) Corrections

#### Absorption at 300 K

The occupation of a 60 meV phonon mode in equilibrium is

$$
n=\frac{1}{e^{w/kT}-1}=0.109 .
$$

Emission and absorption occur in the ratio $(n+1):n$ if their electronic state densities are taken as equal. Let $\tau$ now be the mean time between phonon events of either kind. An event is an absorption with probability $p_a=n/(2n+1)$.

Let $m$ be the mean number of events needed for a net loss of one quantum. One event always occurs. If it is an absorption, two quanta must then be lost instead of none, so

$$
m=1+2p_am,\qquad
m=\frac{1}{1-2p_a}=2n+1 .
$$

The mean number of events for the full descent is

$$
M=N(2n+1)=9.74,
$$

where the unrounded $n$ has been used. The kind of event is independent of the flight length and of the new direction. One may therefore average over flights at a fixed number of events, and then over that number. Since $L$, $\langle R^2\rangle$ and $\langle x^2\rangle$ are linear in the number of events, $M$ replaces $N$ in all three. The path becomes 97 nm, the rms displacement 44 nm and the rms depth 28 nm. These values rest on the equal state densities. Absorption actually leads to more final states than emission, especially near the band edge. Weighting the two processes with the density of states $D(E\pm w)$ derived below, still with 10 nm per event, gives 11.0 events, a path of 110 nm and an rms depth of 29 nm.

The meaning of $\tau$ matters here. If 20 fs were the spontaneous emission time, the total event rate would be $(2n+1)/\tau$ and the mean flight $\lambda/(2n+1)$. Multiplied by $N(2n+1)$ events, this returns the original path $N\lambda$: absorption and stimulated emission cancel in the net loss rate. This cancellation also needs equal state densities. In the band model below, absorption at a fixed spontaneous rate lengthens the path from 68 to 71 nm.

#### Elastic scattering

Now return to emission alone and add isotropic elastic scattering with mean length $\lambda_{\rm el}$. The probabilities per unit length add:

$$
\frac1{\lambda_t}=\frac1\lambda+\frac1{\lambda_{\rm el}} .
$$

A fraction $\lambda_t/\lambda$ of the events are emissions, so $N$ emissions take $M=N\lambda/\lambda_t$ events on average. The path and displacement are

$$
L=M\lambda_t=N\lambda,\qquad
\langle R^2\rangle=2M\lambda_t^2=2N\lambda\lambda_t .
$$

Elastic events leave the path unchanged, because they remove no energy, but they shorten the displacement. As an example, take $\lambda_{\rm el}=\lambda=10$ nm. Then $\lambda_t=5$ nm and $M=16$, which gives $R_{\rm rms}=28$ nm and

$$
x_{\rm rms}=\sqrt{\tfrac23(5\ \text{nm})^2(16+2)}=17\ \text{nm}.
$$

#### Energy-dependent speed and emission time

A simple nonparabolic band obeys

$$
E(1+\alpha E)=\frac{\hbar^2k^2}{2m_c}.
$$

Here $\alpha=0.5\ \text{eV}^{-1}$, and $m_c=0.26m_0$ is the conductivity mass, from $3/m_c=1/m_l+2/m_t$ with $m_l=0.98m_0$ and $m_t=0.19m_0$. Differentiation gives $(1+2\alpha E)\,dE=\hbar^2k\,dk/m_c$, so the speed is

$$
v(E)=\frac1\hbar\frac{dE}{dk}
=\frac{1}{1+2\alpha E}\sqrt{\frac{2E(1+\alpha E)}{m_c}} .
$$

The density of states is proportional to $k^2\,dk/dE$, hence

$$
D(E)\propto(1+2\alpha E)\sqrt{E(1+\alpha E)} .
$$

For a phonon matrix element that does not depend on momentum, the emission rate is proportional to the density of final states, $D(E-w)$. The successive initial energies are $E_j=E_0-jw$, with $j=0,\ldots,7$, and the path is $\sum_jv_j\tau_j$.

As the electron approaches the band edge, final states become scarce. The last emission takes on average 7.3 times as long as the first. It now matters at what energy the given 20 fs applies.

If 20 fs is the average of the eight emission times, as the problem states, the path is 68 nm. The mean of the eight flight speeds, each counted once, is $4.96\times10^7$ cm/s, close to the given value, so the band speed explains little of the reduction from 80 nm. The main cause is that slow flights last longest, which lowers the speed averaged over time to $68\ \text{nm}/160\ \text{fs}=4.3\times10^7$ cm/s. With bars denoting averages over the eight flights,

$$
\sum_jv_j\tau_j-N\bar v\bar\tau
=\frac1{2N}\sum_{i,j}(v_i-v_j)(\tau_i-\tau_j)<0,
$$

because along this ladder $v_j$ falls while $\tau_j$ rises. This reading requires a first emission time of 8 fs.

If 20 fs is instead the emission time at 0.5 eV, all eight times are longer by the same factor, about 2.5. The cooling time becomes 398 fs and the path 170 nm. The depth follows from the same vector sum, now with unequal mean flights $\lambda_j=v_j\tau_j$:

$$
\langle x^2\rangle=2\lambda_0^2+\frac23\sum_{j=1}^{7}\lambda_j^2 .
$$

It gives 23 nm for the first reading and 56 nm for the second. A scattering time without an energy attached to it thus leaves a factor of 2.5 open in this model.

### A few cases

Unless a row says otherwise, $\lambda=10$ nm is constant and emission is the only process. The energy-dependent rows use the band model above.

| Case | Path (nm) | Rms depth (nm) |
|---|---:|---:|
| Randomizing emission | 80 | 26 |
| With absorption, 300 K | 97 | 28 |
| With elastic scattering, $\lambda_{\rm el}=10$ nm | 80 | 17 |
| Energy-dependent, 20 fs on average | 68 | 23 |
| Energy-dependent, 20 fs at 0.5 eV | 170 | 56 |

### The heavily doped drain

The cases so far contain no other electrons. Consider a drain with $n_e=10^{20}$ electrons per cm³, and first ask which final states are free. Six equivalent valleys with two spins hold

$$
n_e=6\times2\times\frac{4\pi k_F^3/3}{(2\pi)^3}
=\frac{6k_F^3}{3\pi^2},
\qquad
E_F=\frac{\hbar^2k_F^2}{2m_d},
$$

where $m_d=(m_lm_t^2)^{1/3}=0.328m_0$ and the band is taken as parabolic. The result is $E_F=72.5$ meV. At zero temperature, the eighth emission, which would end at 20 meV, is blocked. Seven remain, and the constant-flight path drops to 70 nm. The seventh ends at 80 meV, so close to $E_F$ that thermal smearing at 300 K makes this count approximate.

The larger effect is that the hot electron can excite collective oscillations of the electron gas. Their quantum, the plasmon, has energy

$$
\hbar\omega_p=\hbar\sqrt{\frac{n_ee^2}{\varepsilon m_c}}=213\ \text{meV},
$$

with $\varepsilon=11.7\,\varepsilon_0$. To estimate the emission rate, consider a mode of wavevector $q$ in volume $V$. Half of its zero-point energy $\hbar\omega_p/2$ is electric-field energy:

$$
\frac{\varepsilon}{2}\langle\mathcal E^2\rangle V=\frac{\hbar\omega_p}{4}.
$$

The potential is smaller than the field by a factor $q$, so the squared matrix element for emission is

$$
|M_q|^2=\frac{e^2\langle\mathcal E^2\rangle}{q^2}
=\frac{e^2\hbar\omega_p}{2\varepsilon Vq^2}.
$$

The golden rule sums over $\mathbf q$. For a parabolic band, with $\theta$ the angle between $\mathbf k$ and $\mathbf q$, the electron loses $\hbar^2kq\cos\theta/m_c-\hbar^2q^2/2m_c$. The derivative of this loss with respect to $\cos\theta$ is $\hbar v_iq$, where $v_i=\hbar k/m_c$. Integrating the energy delta function over $\cos\theta$ therefore gives $1/(\hbar v_iq)$, and

$$
\frac1{\tau_p}
=\frac{2\pi}{\hbar}\,\frac{V}{8\pi^3}
\int_{q_{\min}}^{q_c}2\pi q^2\,
\frac{e^2\hbar\omega_p}{2\varepsilon Vq^2}\,
\frac{dq}{\hbar v_iq}
=\frac{e^2\omega_p}{4\pi\varepsilon\hbar v_i}
\ln\frac{q_c}{q_{\min}} .
$$

The lower limit, $q_{\min}=0.45\ \text{nm}^{-1}$, is the difference between the initial and final electron wavenumbers. Above roughly $q_c=\omega_p/v_F=1.03\ \text{nm}^{-1}$, where $v_F=\sqrt{2E_F/m_c}$, a plasmon can decay into single-electron excitations and the description fails. These values give $\tau_p=16$ fs. The ratio of the energy-loss rates at entry is

$$
\frac{\hbar\omega_p/\tau_p}{w/\tau}
\approx\frac{213/16}{60/20}\approx4.4 .
$$

The limits of the logarithm differ by little more than a factor of two, so the result is sensitive to the rough cutoff. Including the recoil energy $\hbar^2q^2/2m_c$ in the condition for plasmon decay lowers $q_c$ to $0.69\ \text{nm}^{-1}$ and the ratio to 2.3. The ratio also takes 20 fs as the phonon emission time at entry; with the 8 fs of the first reading above, it is 2.5 times smaller. Treating the hot electron with the nonparabolic band raises $q_{\min}$ and changes 4.4 and 2.3 to 3.6 and 1.2; the lower value combined with 8 fs falls to 0.5. This is an order-of-magnitude estimate, but it shows that phonons cannot be assumed to dominate at this doping.

The high loss rate does not last. To emit a plasmon and still reach a free state, the electron needs at least $E_F+\hbar\omega_p=285$ meV, and more once the rise of the plasmon energy with $q$ is included. One plasmon takes it from 500 to 287 meV, practically to this threshold. Whether a second plasmon follows depends on the cutoff: the rate formula gives 25 fs at 287 meV with $q_c=1.03\ \text{nm}^{-1}$, but practically no emission with $q_c=0.69\ \text{nm}^{-1}$. Phonon emissions may also take the electron below the threshold before any plasmon is emitted. If a single plasmon comes first, then at zero temperature three phonon emissions can follow, ending at 227, 167 and 107 meV; a fourth would end below $E_F$. On this branch, three flights of 10 nm, plus the short one before the plasmon, make up roughly half of the 70 nm path. Averaging over all branches with constant $v$ and $\tau$ gives 25 nm for the larger cutoff and 39 nm for the smaller. With the nonparabolic band, the 8 fs reading and the smaller cutoff, the path shrinks only from 50 to 43 nm. The hot electron can also excite single electrons of the gas. This estimate leaves that process out. In the random-phase approximation at zero temperature, for a parabolic band, its energy-loss rate at 0.5 eV is about as large as that of plasmon emission, and it continues below the plasmon threshold, so it shortens the path further.

### Reading the estimate for a real transistor

The phonon energy and the doping are typical of silicon drains in rough terms. The speed is that of an individual hot electron, not the drift velocity of the whole population. The emission time is uncertain, and the distances found in (a) and (b) are proportional to it. At 0.5 eV the electron is below the silicon gap of roughly 1.1 eV, so it cannot create an electron–hole pair across the gap.

The band is also anisotropic. At equal energy, a parabolic valley gives speeds along its light and heavy axes that differ by a factor of 2.27, so flight lengths depend on valley and direction. The energy-dependent rows of the table use an averaged mass instead.

In a heavily doped drain, the assumption that the electron loses energy to phonons alone is doubtful. In this estimate, plasmon emission shortens the electron's own cooling path to between about a third and nearly nine tenths of its phonon-only value, depending on the cutoff, the band and the phonon emission time, but it leaves the energy in the electron gas. That energy must still pass to phonons before it heats the lattice. The 80 nm path is therefore an estimate for phonon cooling of one electron, and neither it nor the 26 nm depth should be taken as the size of the heated region. The numerical output below lists the main values behind these estimates.

## Calculated quantities

```
initial energy E0: 0.50 eV
phonon energy w: 60.0 meV
speed v: 5.0e+07 cm/s
speed v converted: 0.50 nm/fs
emission time tau: 20.0 fs
mean flight lambda: 10.0 nm
ratio E0/w: 8.33
whole emissions N: 8
residual energy: 20.0 meV
temperature: 300 K
thermal energy 3kT/2: 38.8 meV
cooling time N tau: 160.0 fs
path L: 80.0 nm
path L converted: 0.080 um
path, continuous loss: 83.3 nm
path spread (std): 28.3 nm
rms displacement: 40.0 nm
rms depth: 25.8 nm
mean depth, open space: 10.0 nm
mean depth, reflecting (MC): 20 nm
90% depth, reflecting (MC): 42 nm
phonon occupation n: 0.109
mean events with absorption: 9.74
path with absorption: 97.4 nm
rms displacement with absorption: 44.1 nm
rms depth with absorption: 28.0 nm
elastic mean length assumed: 10.0 nm
flight with elastic events: 5.0 nm
rms displacement with elastic: 28.3 nm
rms depth with elastic: 17.3 nm
masses long, trans: 0.98, 0.19 m0
conductivity mass: 0.260 m0
density-of-states mass: 0.328 m0
nonparabolicity: 0.50 1/eV
axis speed ratio, light/heavy: 2.27
band speed at E0: 6.13e+07 cm/s
band speed, ladder average: 4.96e+07 cm/s
last/first emission time: 7.28
path, tau = ladder average: 68.1 nm
rms depth, tau = ladder average: 22.5 nm
first emission time in that case: 8.0 fs
path, tau = value at E0: 169.7 nm
rms depth, tau = value at E0: 56.1 nm
cooling time, tau = value at E0: 398 fs
drain doping: 1.0e+20 cm^-3
relative permittivity: 11.7
Fermi energy at 0 K: 72.5 meV
emissions ending above Fermi energy: 7
path with those emissions only: 70.0 nm
plasmon energy: 213 meV
plasmon q_min: 0.45 1/nm
plasmon q_cut: 1.03 1/nm
plasmon emission time at E0: 16 fs
plasmon/phonon energy-loss rate: 4.4
```
